\section*{Coalescing gas bubbles in a solid: conserved area and growing volume, part 1}

(Sections cited here and not found follow in the second part.)

\section{The relaxed bubble: area and volume}

Take two helium bubbles in copper at 1200 K, with radii of 60 and 80 nm, and describe the helium as an ideal gas. Let them merge, keep all the helium, and wait until the new bubble has stopped changing. The calculation below gives it a radius of 100 nm. Its surface area is 125\,664 nm$^2$, which is the sum of the two original areas. Its volume is $4.19\times10^{6}$ nm$^3$, while the two original volumes add up to $3.05\times10^{6}$ nm$^3$. The cavity has gained 37\% in volume although no gas was added. Two things need explaining: why the area comes out unchanged, and where the extra volume comes from.

\subsection{The model and its free energy}

The bubbles lie inside one grain of a solid held at temperature $T$. They are spheres of radius $r$, area $A=4\pi r^2$ and volume $V=4\pi r^3/3$. The free energy per unit area of the cavity surface, $\gamma$, is taken as a constant, independent of radius and of crystal direction. A bubble holds $N$ gas atoms that obey $pV=NkT$, where $p$ is the gas pressure and $k$ is Boltzmann's constant. The gas does not dissolve in the solid, so $N$ stays fixed while a bubble changes its size. Far from the bubbles the solid carries no hydrostatic stress. The assumptions of constant $\gamma$, zero far stress and ideal gas are relaxed in the second half.

A bubble in a solid can change its volume when atoms of the solid leave its surface and settle elsewhere, at a grain boundary, a dislocation or the outer surface. Equivalently, vacancies travel from those places to the bubble. Call the places vacancy sources. An atom that moves from the bubble wall to a source remains an atom of the same solid. With no stress at the source, no work is done there, and the free energy of the bulk solid does not change. We take the sources to be plentiful enough that their own structure costs nothing either. Two contributions then depend on the bubble volume: the surface and the gas.

For the gas, the classical partition function of $N$ identical atoms is $V^N/(N!\,\lambda^{3N})$, where $\lambda$ is the thermal wavelength, which depends on $T$ and the atomic mass. Taking $-kT$ times its logarithm, with $\ln N!\simeq N\ln N-N$ for large $N$, gives
\begin{equation}
F_{\rm gas}=NkT\left[\ln\frac{N\lambda^3}{V}-1\right].
\label{eq:fgas}
\end{equation}
At fixed $N$ and $T$ the part that varies with volume is $-NkT\ln V$. The free energy of bubble and solid together is therefore
\begin{equation}
\Phi(V)=\gamma A(V)-NkT\ln V+\text{const}.
\label{eq:phi}
\end{equation}
The surface term favours a small bubble and the gas term a large one.

\subsection{Capillary equilibrium and its stability}

To differentiate Eq.~\eqref{eq:phi} we need the change of area with volume. From $dA=8\pi r\,dr$ and $dV=4\pi r^2\,dr$,
\begin{equation}
\frac{dA}{dV}=\frac{8\pi r}{4\pi r^2}=\frac{2}{r}.
\label{eq:dadv}
\end{equation}
Hence
\begin{equation}
\frac{d\Phi}{dV}=\frac{2\gamma}{r}-\frac{NkT}{V}=\frac{2\gamma}{r}-p .
\label{eq:dphi}
\end{equation}
The bubble is at rest when this vanishes:
\begin{equation}
p=\frac{2\gamma}{r}.
\label{eq:capillary}
\end{equation}
This is capillary equilibrium. The gas pressure balances the pressure with which the surface tries to shrink the cavity. A small bubble has a high pressure: for $\gamma=1.7$ J/m$^2$, the 60 nm bubble holds gas at $2\times1.7/(60\times10^{-9})$ Pa, or 56.7 MPa, and the 80 nm bubble at 42.5 MPa.

It must be checked that the stationary point is a minimum. Multiply Eq.~\eqref{eq:dphi} by $V$ and insert $V=4\pi r^3/3$ in the first term:
\begin{equation}
V\frac{d\Phi}{dV}=\frac{8\pi}{3}\gamma r^2-NkT .
\label{eq:vdphi}
\end{equation}
The right-hand side rises steadily with $r$. It is negative for small $r$, passes through zero once, and is positive beyond. So $\Phi$ falls and then rises, and each $N$ has one equilibrium radius, which is the absolute minimum.

The curvature at the minimum gives the stiffness of the equilibrium. The surface part of Eq.~\eqref{eq:dphi} contributes
\begin{equation}
\frac{d}{dV}\frac{2\gamma}{r}=-\frac{2\gamma}{r^2}\,\frac{1}{4\pi r^2}
=-\frac{2\gamma}{r}\,\frac{1}{4\pi r^3}=-\frac{p}{3V},
\label{eq:surfcurv}
\end{equation}
where the last step uses Eq.~\eqref{eq:capillary} and $4\pi r^3=3V$. The gas part contributes $+NkT/V^2=p/V$. Together,
\begin{equation}
\frac{d^2\Phi}{dV^2}=\frac{p}{V}-\frac{p}{3V}=\frac{2p}{3V}>0 .
\label{eq:stable}
\end{equation}
The signs have a simple meaning. If the bubble swells a little, the capillary pressure falls as $1/r$, but the pressure of the fixed amount of gas falls faster, as $1/r^3$. The surface then wins and pulls the bubble back.

\subsection{Surface area counts gas atoms}

At equilibrium the right-hand side of Eq.~\eqref{eq:vdphi} is zero, so
\begin{equation}
NkT=\frac{8\pi}{3}\gamma r^2=\frac{2}{3}\gamma\,(4\pi r^2)=\frac{2}{3}\gamma A .
\label{eq:count}
\end{equation}
This relation carries the whole argument. The number of atoms in a relaxed bubble is proportional to its area, not to its volume. A bubble with twice the radius has eight times the volume, but its gas is half as dense, so it holds four times as many atoms.

In the example the total surface energy of the two bubbles is $\gamma(A_1+A_2)=1333$ keV. The areas stand in the ratio $60^2:80^2$, or $36:64$, so the smaller bubble has 480 keV of surface energy. With $kT=0.1034$ eV, Eq.~\eqref{eq:count} gives
\begin{equation}
N_1=\frac{2}{3}\,\frac{480\times10^{3}\ \text{eV}}{0.1034\ \text{eV}}=3.10\times10^{6},
\end{equation}
and in the same way $N_2=5.50\times10^{6}$.

\subsection{The area rule}

Let the bubbles have radii $r_1$ and $r_2$ and hold $N_1$ and $N_2$ atoms. Both satisfy Eq.~\eqref{eq:count}. After coalescence one bubble holds
\begin{equation}
N=N_1+N_2 ,
\label{eq:nsum}
\end{equation}
because no gas is lost. Once it has relaxed it satisfies Eq.~\eqref{eq:count} too, with the same $T$ and the same $\gamma$. Inserting Eq.~\eqref{eq:count} three times in Eq.~\eqref{eq:nsum},
\begin{equation}
\frac{2\gamma}{3kT}A=\frac{2\gamma}{3kT}A_1+\frac{2\gamma}{3kT}A_2 .
\end{equation}
The common factor cancels, leaving
\begin{equation}
A=A_1+A_2,\qquad r^2=r_1^2+r_2^2 .
\label{eq:area}
\end{equation}
For radii of 60 and 80 nm, $r^2=3600+6400=10\,000$ nm$^2$ and $r=100$ nm. The new pressure is 34.0 MPa, lower than either original pressure. As a test that does not use Eq.~\eqref{eq:area}, the free energy \eqref{eq:phi} was minimized numerically for the atom number $N_1+N_2$; the minimum lies at 100.0000 nm.

The rule compares two states of rest. It says nothing about the area during the merger, which does change, as the second half shows. The cancellation also needs the same $T$ and $\gamma$ before and after. If the merged bubble relaxes at another temperature $T'$, where the surface energy is $\gamma'$, Eqs.~\eqref{eq:count} and \eqref{eq:nsum} give instead
\begin{equation}
\gamma' A=\frac{T'}{T}\,\gamma\,(A_1+A_2),
\end{equation}
so heating at constant $\gamma$ enlarges the area in proportion to $T'$.

Loss of gas is as easily followed. If a fraction $f$ of the atoms escapes during the merger, $N=(1-f)(N_1+N_2)$, and the relaxed area is $(1-f)(A_1+A_2)$.

\subsection{Why the volume exceeds the sum}

Write $r^3$ as $r\,r^2$ and use Eq.~\eqref{eq:area}:
\begin{equation}
r^3=r\,r_1^2+r\,r_2^2 .
\end{equation}
Subtract $r_1^3+r_2^3$, and multiply by $4\pi/3$:
\begin{equation}
V-V_1-V_2=\frac{4\pi}{3}\left[r_1^2(r-r_1)+r_2^2(r-r_2)\right]>0 .
\label{eq:dv}
\end{equation}
Both brackets are positive, because $r^2=r_1^2+r_2^2$ makes $r$ larger than each of the original radii.

The gas gives the physical reason. Dividing $V=NkT/p$ by $N$ and using Eq.~\eqref{eq:capillary},
\begin{equation}
\frac{V}{N}=\frac{kT}{p}=\frac{kT\,r}{2\gamma}.
\label{eq:vpern}
\end{equation}
The volume per atom grows in proportion to the radius of the bubble in which the atom sits. Coalescence puts every atom into a larger bubble, at lower pressure, and so gives every atom more room.

\subsection{How large the gain can be}

With $x=r_2/r_1$, Eq.~\eqref{eq:area} gives $r=r_1(1+x^2)^{1/2}$, and the volume ratio is
\begin{equation}
g(x)=\frac{V}{V_1+V_2}=\frac{(1+x^2)^{3/2}}{1+x^3}.
\label{eq:gain}
\end{equation}
In the example $x=4/3$. Then $1+x^2=25/9$, whose power $3/2$ is $125/27$, and $1+x^3=91/27$, so $g=125/91=1.374$.

To find the maximum, differentiate the logarithm:
\begin{equation}
\begin{aligned}
\frac{d\ln g}{dx}&=\frac{3x}{1+x^2}-\frac{3x^2}{1+x^3}\\
&=\frac{3x\left[(1+x^3)-x(1+x^2)\right]}{(1+x^2)(1+x^3)}\\
&=\frac{3x(1-x)}{(1+x^2)(1+x^3)} .
\end{aligned}
\label{eq:dlng}
\end{equation}
In the second line the terms $x^3$ cancel. The derivative is positive for $0<x<1$ and negative for $x>1$. The gain is therefore largest for equal bubbles, where
\begin{equation}
g(1)=\frac{2^{3/2}}{2}=\sqrt2 .
\label{eq:root2}
\end{equation}
A numerical scan over radius ratios from 0.2 to 2, with each final radius found by minimizing the free energy, has its largest gain at $x=1$, with the value 1.4142.

When one bubble is much smaller than the other, expansion of Eq.~\eqref{eq:gain} gives $g\simeq1+\tfrac32x^2$. The gain fades, as it must when a large bubble swallows a small one. Measured against the small bubble alone, however, the effect is large. The added volume $V-V_1$ is about $\tfrac32x^2V_1$, and $V_2=x^3V_1$, so
\begin{equation}
\frac{V-V_1}{V_2}\simeq\frac{3}{2x}=\frac{3r_1}{2r_2}.
\end{equation}
Two thirds of this is the gas of the small bubble, which expands by a factor of about $r_1/r_2$ at the low pressure of the large one. The remaining third is the gas of the large bubble, which expands a little because the pressure falls as the radius grows.

\subsection{Many bubbles and swelling}

Equation~\eqref{eq:nsum} extends to any number of bubbles, so $r^2=\sum_i r_i^2$, whatever the order of the mergers. For $n$ equal bubbles of radius $r_1$ the result is $r=\sqrt n\,r_1$, and the volume ratio is
\begin{equation}
\frac{V}{nV_1}=\frac{n^{3/2}r_1^3}{n\,r_1^3}=\sqrt n .
\label{eq:rootn}
\end{equation}
The bound $\sqrt2$ thus belongs to a single merger of two bubbles. A hundred bubbles of 60 nm would end as one of 600 nm with ten times their total volume.

For a population of relaxed bubbles, summing Eq.~\eqref{eq:vpern} over all of them gives
\begin{equation}
\sum_iV_i=\frac{kT}{2\gamma}\sum_iN_ir_i .
\label{eq:swelling}
\end{equation}
At fixed temperature, surface energy and total gas content, the cavity volume is proportional to the mean radius, each bubble being weighted by the gas it holds. This is one way in which an implanted layer can go on swelling during an anneal in which no gas is added: coalescence raises that mean radius.

\section{The path, the energy and the limits of the rule}

This half uses the following from the first. Two bubbles with radii $r_1,r_2$, areas $A_1,A_2$, volumes $V_1,V_2$ and atom numbers $N_1,N_2$ merge into one with $N=N_1+N_2$ at temperature $T$. The surface energy is $\gamma$ and the gas pressure $p$. At rest, with no far stress, $p=2\gamma/r$ and $NkT=\tfrac23\gamma A$, Eqs.~\eqref{eq:capillary} and \eqref{eq:count}. The relaxed bubble has $r^2=r_1^2+r_2^2$, $A=A_1+A_2$ and $V>V_1+V_2$. In the example the radii are 60, 80 and 100 nm, in copper at 1200 K.

\subsection{Merged but not yet relaxed}

Suppose first that the bubbles merge and become round before any vacancies arrive. The volume is then still $V_1+V_2$, and the radius $r_c$ follows from
\begin{equation}
r_c^3=r_1^3+r_2^3 .
\label{eq:rc}
\end{equation}
This gives $r_c=(216\,000+512\,000)^{1/3}$ nm $=89.96$ nm. Since $V_1+V_2<V$, we have $r_c<r$, and the area $A_c=4\pi r_c^2$ is smaller than $A=A_1+A_2$. In the example $A_c/A=(89.96/100)^2=0.809$: a fifth of the surface has gone.

This bubble is not at rest. Its pressure $p_c$ obeys
\begin{equation}
p_c(V_1+V_2)=NkT=\tfrac23\gamma(A_1+A_2),
\label{eq:pc}
\end{equation}
whereas the capillary pressure at the same radius obeys
\begin{equation}
\frac{2\gamma}{r_c}(V_1+V_2)=\frac{2\gamma}{r_c}\,\frac{4\pi r_c^3}{3}=\tfrac23\gamma A_c .
\label{eq:capc}
\end{equation}
Dividing the two, $p_c/(2\gamma/r_c)=(A_1+A_2)/A_c>1$. The numbers are 46.7 MPa for the gas and 37.8 MPa for the surface, an excess of 8.9 MPa. The missing area and the excess pressure are one and the same fact. The excess draws vacancies in, and the bubble grows until the area is restored.

Each vacancy adds one atomic volume $\Omega$, here 0.0118 nm$^3$. The number needed is
\begin{equation}
\frac{V-V_1-V_2}{\Omega}=\frac{(4.189-3.049)\times10^{6}}{0.0118}=9.7\times10^{7},
\end{equation}
about eleven for each helium atom. The extra volume is thus volume taken from the vacancy sources, where the displaced copper has been added to the solid.

The threshold $A_c$ also shows how much gas may escape before the gain is lost. With a fraction $f$ lost, the relaxed area is $(1-f)A$, which exceeds $A_c$ as long as $f<1-0.809=0.19$. In this example a loss below 19\% still leaves a volume above the original sum.

A relaxed merged bubble has the summed area of the original two and more than their summed volume, the extra being supplied by vacancies. What remains is to account for the free energy and to test the rule against stress, facets, limited time, dense gas and a curvature-dependent surface energy.
